**Mean escape time from a pair of sites with a slowed hop**

An adatom starts in site A, hops between A and B at rate k each way, and escapes only from B at rate r; its mean escape time is 2/r + 1/k. The program asserts the times spent in each site by symbolic inversion of the rate matrix, and the mean, variance and event count by linear algebra. It also compares the mean with the integrated survival probability for three values of k, and compares direct kinetic Monte Carlo runs with the predicted mean, variance and event count. Further assertions cover unequal hop rates, a second exit from A, and the leading tunnelling correction for a parabolic barrier. For r = 1000 per second, the output shows the mean rising from 2.000001 ms to 2.010000 ms, or 0.50 percent, when k falls from 10⁹ to 10⁵ per second. The events per escape fall from 2 000 002 to 202. Slowing only the hop from A to B gives about 10 s instead, and slowing only the return hop gives about 1 ms.

## Numerical verification

```python
# Result under test: an adatom starts in site A, hops A<->B at rate k each way,
# and escapes only from B at rate r. Its mean escape time is 2/r + 1/k, so
# slowing k from 1e9 to 1e5 per second at r = 1000 per second costs about 0.5 %.
# Symbols: k_ab, k_ba = hop rates A->B and B->A; a = optional exit rate from A;
# events = hops plus the final escape. Rates are in 1/s, times in s internally.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm

r = 1000.0
k_fast, k_slow = 1e9, 1e5


def loss_matrix(k_ab, k_ba, r_b, a=0.0):
    return np.array([[k_ab + a, -k_ab], [-k_ba, k_ba + r_b]])


def solved_means(k_ab, k_ba, r_b, a=0.0):
    return np.linalg.solve(loss_matrix(k_ab, k_ba, r_b, a), np.ones(2))


def mean_formula(k):
    return 2 / r + 1 / k


def variance_formula(k):
    return mean_formula(k)**2 - 2 / (k * r)


def events_formula(k):
    return 2 * (1 + k / r)


# Occupation times from the symbolic inverse of the loss matrix
ks, rs = sp.symbols("k r", positive=True)
occupation = sp.Matrix([[ks, -ks], [-ks, ks + rs]]).inv()
assert sp.simplify(occupation[0, 0] - 1 / rs - 1 / ks) == 0
assert sp.simplify(occupation[0, 1] - 1 / rs) == 0
assert sp.simplify(occupation[1, 0] + occupation[1, 1] - 2 / rs) == 0

# Mean, variance and event count from linear algebra
for k in (1e3, 1e4, 1e5, 1e7, 1e9):
    means = solved_means(k, k, r)
    assert np.isclose(means[0], mean_formula(k), rtol=1e-8)
    second = 2 * np.linalg.solve(loss_matrix(k, k, r), means)[0]
    assert np.isclose(second - means[0]**2, variance_formula(k), rtol=1e-7)
    jumps = np.array([[0.0, 1.0], [k / (k + r), 0.0]])
    count = np.linalg.solve(np.eye(2) - jumps, np.ones(2))[0]
    assert np.isclose(count, events_formula(k), rtol=1e-8)

# Mean as the time integral of the survival probability
for k in (1e3, 1e4, 1e5):
    matrix = loss_matrix(k, k, r)

    def survival(t):
        return expm(-matrix * t)[0].sum()

    area = (quad(survival, 0, 5 / k, epsabs=1e-13)[0]
            + quad(survival, 5 / k, 0.06, epsabs=1e-12)[0])
    assert np.isclose(area, mean_formula(k), rtol=1e-6)


# Direct kinetic Monte Carlo, one A visit and one B visit per cycle
def simulate(k, walkers, rng):
    clock = np.zeros(walkers)
    events = np.zeros(walkers)
    alive = np.arange(walkers)
    while alive.size:
        clock[alive] += rng.exponential(1 / k, alive.size)
        clock[alive] += rng.exponential(1 / (k + r), alive.size)
        events[alive] += 2
        alive = alive[rng.random(alive.size) >= r / (k + r)]
    return clock, events


rng = np.random.default_rng(12345)
kmc_rows = []
for k, walkers in ((1e3, 200000), (1e4, 200000), (1e5, 40000)):
    clock, events = simulate(k, walkers, rng)
    error = clock.std(ddof=1) / np.sqrt(walkers)
    event_error = events.std(ddof=1) / np.sqrt(walkers)
    assert abs(clock.mean() - mean_formula(k)) < 4.5 * error
    assert abs(events.mean() - events_formula(k)) < 4.5 * event_error
    # sample variance of a near-exponential law: relative error sqrt(8/n)
    assert abs(clock.var() / variance_formula(k) - 1) < 5 * np.sqrt(8 / walkers)
    if k <= 1e4:  # here the excess over 2/r is large enough to be seen
        assert clock.mean() - 2 / r > 5 * error
    kmc_rows.append((k, walkers, clock.mean(), error, events.mean()))

# The claimed shift, from the solved equations rather than the formula
t_fast = solved_means(k_fast, k_fast, r)[0]
t_slow = solved_means(k_slow, k_slow, r)[0]
shift = t_slow / t_fast - 1
assert abs(shift - 0.005) < 1e-5
allowed = 0.01
k_min = r / (2 * allowed)
assert np.isclose(solved_means(k_min, k_min, r)[0] * r / 2 - 1, allowed, rtol=1e-7)
needed = 9 * (variance_formula(k_fast) + variance_formula(k_slow)) \
    / (t_slow - t_fast)**2

# Unequal hop rates and slowing in one direction only
for k_ab, k_ba in ((k_slow, k_fast), (k_fast, k_slow), (3e5, 7e4)):
    formula = 1 / k_ab + (1 + k_ba / k_ab) / r
    assert np.isclose(solved_means(k_ab, k_ba, r)[0], formula, rtol=1e-7)
only_ab = solved_means(k_slow, k_fast, r)[0]
only_ba = solved_means(k_fast, k_slow, r)[0]

# Worked example: barriers at 300 K with a rough prefactor
temperature = 300.0
prefactor = 1e13
k_b = constants.k / constants.e
thermal = k_b * temperature


def barrier(rate):
    return thermal * np.log(prefactor / rate)


def arrhenius(energy, temp):
    return prefactor * np.exp(-energy / (k_b * temp))


terrace_barrier = 0.26
terrace_rate = arrhenius(terrace_barrier, temperature)

# Sizes of neglected effects
delta = 0.010
ratio = np.exp(delta / thermal)
t_uneven = solved_means(k_fast, k_fast * ratio, r)[0]
t_uneven_slow = solved_means(k_slow, k_slow * ratio, r)[0]
t_barrier = solved_means(k_fast, k_fast, r / ratio)[0]
k_warm = arrhenius(barrier(k_fast), temperature + 1)
r_warm = arrhenius(barrier(r), temperature + 1)
t_warm = solved_means(k_warm, k_warm, r_warm)[0]
extra = 0.10
a_exit = r * np.exp(-extra / thermal)
t_exit = solved_means(k_fast, k_fast, r, a_exit)[0]
for k in (k_fast, k_slow, 1e3):
    formula = (2 * k + r) / (a_exit * k + a_exit * r + k * r)
    assert np.isclose(solved_means(k, k, r, a_exit)[0], formula, rtol=1e-7)
flux, capture_sites = 0.01, 1000
arrivals = flux * capture_sites * t_fast
barrier_frequency = 3e12
u = constants.h * barrier_frequency / (constants.k * temperature)
wigner = 1 + u**2 / 24


# Thermal average of the transmission through a parabolic barrier
def integrand(x):
    return np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u))


transmission = quad(integrand, -5, 0)[0] + quad(integrand, 0, 60)[0]
assert abs(transmission - wigner) < 2e-4
t_tunnel = solved_means(k_fast, k_fast, r * wigner)[0]


def percent(t):
    return 100 * (t / t_fast - 1)


print(f"escape rate r = {r:.0f} 1/s")
print(f"fast k = {k_fast:.0e} 1/s, slow k = {k_slow:.0e} 1/s")
print(f"mean escape from A, fast k = {1e3 * t_fast:.6f} ms")
print(f"mean escape from A, slow k = {1e3 * t_slow:.6f} ms")
print(f"mean escape from B, any k = {1e3 * 2 / r:.6f} ms")
print(f"lengthening = {1e3 * (t_slow - t_fast):.6f} ms")
print(f"relative lengthening = {100 * shift:.4f} %")
print("k (1/s), mean (ms), excess over 2/r (%), events per escape")
for k in (1e9, 1e7, 1e5, 1e4, 1e3):
    print(f"{k:.0e}  {1e3 * mean_formula(k):.6f}  "
          f"{100 * r / (2 * k):.5f}  {events_formula(k):.0f}")
print(f"event saving factor = {events_formula(k_fast) / events_formula(k_slow):.0f}")
print(f"smallest k for {100 * allowed:.0f} % excess = {k_min:.0f} 1/s")
print(f"std/mean at slow k = {np.sqrt(variance_formula(k_slow)) / t_slow:.4f}")
print(f"escapes per run to see shift at 3 sigma = {needed:.3g}")
print("KMC: k (1/s), escapes, mean (ms), std error (ms), events")
for k, walkers, mean, error, count in kmc_rows:
    print(f"{k:.0e}  {walkers}  {1e3 * mean:.4f}  {1e3 * error:.4f}  {count:.2f}")
print(f"slow only A->B: mean = {1e3 * only_ab:.3f} ms")
print(f"slow only B->A: mean = {1e3 * only_ba:.4f} ms")
print(f"temperature = {temperature:.0f} K, kT = {thermal:.5f} eV")
print(f"rough prefactor = {prefactor:.0e} 1/s")
print(f"barrier for fast k = {barrier(k_fast):.3f} eV")
print(f"barrier for slow k = {barrier(k_slow):.3f} eV")
print(f"barrier increase = {barrier(k_slow) - barrier(k_fast):.3f} eV")
print(f"barrier for escape = {barrier(r):.3f} eV")
print(f"rough Pt(111) hop barrier = {terrace_barrier:.2f} eV")
print(f"hop rate at that barrier = {terrace_rate:.1e} 1/s")
print("neglected effects, change of mean at fast k:")
print(f"B higher by {1e3 * delta:.0f} meV: {percent(t_uneven):+.1f} %")
print(f"  then slowing both hops: {100 * (t_uneven_slow / t_uneven - 1):+.3f} %")
print(f"escape barrier higher by {1e3 * delta:.0f} meV: {percent(t_barrier):+.1f} %")
print(f"temperature higher by 1 K: {percent(t_warm):+.1f} %")
print(f"exit from A, barrier {extra:.2f} eV higher: rate {a_exit:.1f} 1/s")
print(f"  change of mean: {percent(t_exit):+.2f} %")
print(f"flux = {flux} ML/s, capture area = {capture_sites} sites")
print(f"  mean arrivals before escape = {arrivals:.4f}")
print(f"barrier frequency = {barrier_frequency / 1e12:.0f} THz")
print(f"  tunnelling factor on r = {wigner:.4f}")
print(f"  change of mean: {percent(t_tunnel):+.2f} %")
print("every check passed")
```

Printed output:

```
escape rate r = 1000 1/s
fast k = 1e+09 1/s, slow k = 1e+05 1/s
mean escape from A, fast k = 2.000001 ms
mean escape from A, slow k = 2.010000 ms
mean escape from B, any k = 2.000000 ms
lengthening = 0.009999 ms
relative lengthening = 0.4999 %
k (1/s), mean (ms), excess over 2/r (%), events per escape
1e+09  2.000001  0.00005  2000002
1e+07  2.000100  0.00500  20002
1e+05  2.010000  0.50000  202
1e+04  2.100000  5.00000  22
1e+03  3.000000  50.00000  4
event saving factor = 9901
smallest k for 1 % excess = 50000 1/s
std/mean at slow k = 0.9975
escapes per run to see shift at 3 sigma = 7.22e+05
KMC: k (1/s), escapes, mean (ms), std error (ms), events
1e+03  200000  2.9929  0.0059  3.98
1e+04  200000  2.0942  0.0046  21.93
1e+05  40000  2.0053  0.0099  201.52
slow only A->B: mean = 10001.010 ms
slow only B->A: mean = 1.0001 ms
temperature = 300 K, kT = 0.02585 eV
rough prefactor = 1e+13 1/s
barrier for fast k = 0.238 eV
barrier for slow k = 0.476 eV
barrier increase = 0.238 eV
barrier for escape = 0.595 eV
rough Pt(111) hop barrier = 0.26 eV
hop rate at that barrier = 4.3e+08 1/s
neglected effects, change of mean at fast k:
B higher by 10 meV: +23.6 %
  then slowing both hops: +0.404 %
escape barrier higher by 10 meV: +47.2 %
temperature higher by 1 K: -7.4 %
exit from A, barrier 0.10 eV higher: rate 20.9 1/s
  change of mean: -2.05 %
flux = 0.01 ML/s, capture area = 1000 sites
  mean arrivals before escape = 0.0200
barrier frequency = 3 THz
  tunnelling factor on r = 1.0096
  change of mean: -0.95 %
every check passed
```
